# Conditioning of the Hylleraas monomial basis for helium in double precision, part 2

**Problem and conventions.** For singlet S helium (fixed nucleus, nonrelativistic), the question is at which order \(\Omega\) double precision, with unit roundoff \(\varepsilon=2^{-53}=1.1102\times10^{-16}\), fails. With \(\eta=2\zeta\), the dimensionless variables are \(s=\eta(r_1+r_2)\), \(t=\eta(r_1-r_2)\), \(u=\eta r_{12}\). The \(N\) basis functions are \(s^lt^pu^ne^{-s/2}\), \(p\) even, \(l+p+n\le\Omega\). Integrals run over \(0\le t\le u\le s\) with volume weight \(\mathcal W=u(s^2-t^2)\), constant factor dropped:
\[ I(L,P,M)=\int s^Lt^Pu^Me^{-s}=\frac{(L+P+M+2)!}{(P+1)(P+M+2)} . \]
The overlap of two monomials with exponent sums \(L,P,M\) is \(I(L+2,P,M+1)-I(L,P+2,M+1)\).

\(S\) is the overlap scaled to unit diagonal, with extreme eigenvalues \(\lambda_{\min},\lambda_{\max}\) and \(\kappa=\lambda_{\max}/\lambda_{\min}\), independent of \(\zeta\).

**Growth rate.** It was derived that
\[ \limsup_{\Omega\to\infty}\kappa^{1/\Omega}=\rho=[3(1+\sqrt2)]^2=52.46,\qquad \ln\rho=3.960,\qquad \log_{10}\rho=1.720 . \]
Here \(\rho=1/R^2\) and
\[ \frac1R=A+\sqrt{A^2+3}, \]
with \(A=2+\sqrt2\); \(A=1\) for \(s\) alone and \(A=3\) for \(s,u\). The prefactor is not fixed. An earlier rough count, the envelope value, put the limit near \(\Omega\approx9\).

**Computed values.** \(\kappa(6)=3.601\times10^{10}\), \(\kappa(9)=3.529\times10^{15}\), and \(\kappa(10)/\kappa(9)=45.72\). \(\lambda_{\min}\) is \(5.982\times10^{-16}\) at \(\Omega=10\) and \(1.626\times10^{-17}\) at \(\Omega=11\).

**Laguerre products.** With \(X=s-u\), \(Y=(u+t)/2\), \(Z=(u-t)/2\) and Laguerre polynomials \(L_k\), the functions
\[ \phi_{abc}=n_{bc}L_a(X)\,[L_b(Y)L_c(Z)+L_c(Y)L_b(Z)],\qquad b\le c,\quad a+b+c\le\Omega, \]
with \(n_{bc}\) a normalization constant, span the same polynomials. Their overlap \(G\) with weight \(\mathcal We^{-s}\) is only polynomially ill-conditioned.

**Where double precision fails.** Failure is taken to mean that the Cholesky factorization of the stored overlap, the first step of the symmetric generalized eigenproblem, breaks down. A correctly rounded element obeys \(|\delta S_{ij}|\le\varepsilon S_{ij}\), a relation unchanged by diagonal scaling, and all \(S_{ij}>0\). For a unit vector \(x\) with componentwise modulus \(|x|\),
\[ |x^T\delta S\,x|\le\varepsilon\,|x|^TS\,|x|\le\varepsilon\lambda_{\max}, \]
so \(x^T(S+\delta S)x\ge\lambda_{\min}-\varepsilon\lambda_{\max}>0\) while \(\kappa\varepsilon<1\). Storage alone cannot destroy definiteness before that order. The bound needs all errors aligned. If they are instead treated as independent with random signs and sizes below \(\varepsilon\), the variance of \(\sum v_iv_j\delta S_{ij}\) for a unit vector is of order \(\varepsilon^2\sum v_i^2v_j^2=\varepsilon^2\), and breakdown is expected nearer \(\lambda_{\min}\approx\varepsilon\). This second argument is heuristic, and neither argument counts the rounding inside the factorization.

An estimate of the first threshold needs \(\rho\) and one low order:
\[ \varepsilon\kappa(6)=1.1102\times10^{-16}\times3.601\times10^{10}=4.00\times10^{-6},\qquad \Omega^*=6+\frac{\ln(1/4.00\times10^{-6})}{3.960}=6+\frac{12.43}{3.960}=9.14 . \]
The measured crossing, interpolated in \(\ln\kappa\), starts from \(\kappa(9)\varepsilon=0.392\) and is \(9+\ln(1/0.392)/\ln45.72=9+0.937/3.823=9.25\). The estimate is low by 0.11 order because \(\rho\) exceeds the local ratio, and the envelope value 9 is close to both. The first integer order with \(\kappa\varepsilon\ge1\) is 10. For the second threshold \(\lambda_{\min}/\varepsilon\) is \(5.982/1.1102=5.4\) at \(\Omega=10\) and 0.146 at \(\Omega=11\), so it falls at 11.

Changing \(\zeta\) leaves the exact \(S\) fixed and changes only the rounding pattern of the unscaled elements. For nine values from 1.80 to 2.20 \(a_0^{-1}\) the factorization first fails at \(\Omega=11\) in eight cases and at \(\Omega=10\) in one (\(\zeta=2.15\,a_0^{-1}\)). Which values of \(\zeta\) fail at 10 can change with the machine or library build, for the same stored matrices. The test requires no failure below 10 and a median not above 12. The first failure in double precision thus comes at \(\Omega=10\) or 11, with \(N=161\) or 203. At \(\Omega=11\) and \(\zeta=2\,a_0^{-1}\) the storage error has norm \(5.82\,\varepsilon\), far below its bound \(119.5\,\varepsilon\), and its first-order shift along the lowest eigenvector is \(+0.051\,\varepsilon\). That shift is positive, so it does not cause the failure. The storage error as a whole does suffice: eliminated with 300-bit integers, the stored matrix has a negative pivot at \(\Omega=11\), so it is already indefinite through the mixing of several near-null vectors. The single failure at \(\Omega=10\) is different. There the same elimination gives only positive pivots, so the stored matrix is still positive definite and the breakdown comes from rounding in the factorization. For a roundoff \(2^{-113}=9.630\times10^{-35}\) the same estimate gives \(6+54.02/3.960=19.64\) against a measured crossing of 20.15; no factorization was run at that precision.

**What happens to the energy.** Measure lengths in \(a_0\) and energies in \(E_h=\hbar^2/m_ea_0^2=4.35974\times10^{-18}\) J, so that \(H=-\tfrac12(\nabla_1^2+\nabla_2^2)-Z_N(1/r_1+1/r_2)+1/r_{12}\) with \(Z_N=2\). In coordinates scaled by \(\eta\), let \(\hat a,\hat b,\hat u\) be unit vectors along \(\mathbf r_1,\mathbf r_2,\mathbf r_1-\mathbf r_2\). The chain rule gives \(\nabla_1\psi=(\psi_s+\psi_t)\hat a+\psi_u\hat u\) and \(\nabla_2\psi=(\psi_s-\psi_t)\hat b-\psi_u\hat u\), and the law of cosines gives \(\hat a\cdot\hat u=(u^2+st)/[u(s+t)]\) and \(-\hat b\cdot\hat u=(u^2-st)/[u(s-t)]\). In \(\tfrac12(|\nabla_1\psi|^2+|\nabla_2\psi|^2)\) the squares give \(\psi_s^2+\psi_t^2+\psi_u^2\). Over the common denominator \(u(s^2-t^2)\), the term \(\psi_s\psi_u\) has numerator \((u^2+st)(s-t)+(u^2-st)(s+t)=2s(u^2-t^2)\), and \(\psi_t\psi_u\) has \((u^2+st)(s-t)-(u^2-st)(s+t)=2t(s^2-u^2)\). With \(1/r_1+1/r_2=4\eta s/(s^2-t^2)\), the energy is \((\eta^2T+\eta V)/\int\mathcal W\psi^2\), where
\[ T=\int\left[\mathcal W(\psi_s^2+\psi_t^2+\psi_u^2)+2s(u^2-t^2)\psi_s\psi_u+2t(s^2-u^2)\psi_t\psi_u\right],\qquad V=\int(s^2-t^2-4Z_Nsu)\,\psi^2 . \]
At \(\Omega=0\) the norm is \(5!\,(1/3-1/15)=32\), \(T=32/4\), and \(V=12-2-32Z_N\) from \(I(2,0,0)=12\), \(I(0,2,0)=2\), \(I(1,0,1)=8\). This gives \(\zeta^2-2Z_N\zeta+5\zeta/8=-2.75\,E_h\) at \(\zeta=2\), which the program tests.

Let \(Hc=ESc\) with \(c^TSc=1\). Perturbing to first order gives \((H-ES)\delta c+(\delta H-E\,\delta S)c=\delta E\,Sc\). Multiplying by \(c^T\) removes the first term because \(H\) and \(S\) are symmetric, so for once-rounded elements
\[ \delta E=c^T(\delta H-E\,\delta S)c,\qquad |\delta E|\le\varepsilon\,|c|^T(|H|+|E|S)|c| . \]
The controlling quantity is \(|c|^2\), the squared length of the coefficient vector. It is limited by \(1/\lambda_{\min}\), a value reached only by a state along the lowest eigenvector of \(S\). The ground state is far from that: at \(\zeta=2\,a_0^{-1}\) and \(\Omega=10\), \(|c|^2=70\) while \(1/\lambda_{\min}=1.7\times10^{15}\). It is 1.0, 0.48 and 0.83 at \(\Omega=0\), 4 and 6. At higher orders it grows by a factor per order that rises from about 4 at \(\Omega=10\) to about 5 at \(\Omega=14\), against about 45 for \(\kappa\).

The reference energies come from the Laguerre products by exact quadrature. At \(\Omega=9\) the monomial calculation in double precision differs from the reference of the same order by \(5.0\times10^{-14}\,E_h\), with a first-order bound of \(3.0\times10^{-13}\,E_h\), although \(\kappa\varepsilon=0.392\) suggests that no digit is left; the test requires the difference to be below \(10^{-3}\kappa\varepsilon\) hartree. At \(\Omega=10\), where \(\kappa\varepsilon=1.613\times10^{17}\times1.1102\times10^{-16}=18\), the difference is still \(-2.4\times10^{-14}\,E_h\). At \(\Omega=0\), 4 and 6 the differences, a few \(10^{-15}\) to \(10^{-14}\,E_h\), exceed the bound, which assumes once-rounded elements and so omits the repeated rounding in assembling \(H\), the rounding in the eigensolver and that in the reference; the program does not separate these sources. The test against ten times the bound carries an allowance of \(10^{-10}\,E_h\) for this, and that allowance dominates it at all tested orders, so the closer agreement is an observation. From \(\Omega=11\) to 14 the factorization fails.

For a Cholesky-based solver the loss is therefore abrupt: the ground energy keeps about 13 decimals up to the order at which the solver returns nothing. This limit belongs to the solver, not to double precision. With once-rounded matrices at \(\zeta=2\,a_0^{-1}\), inverse iteration with an LU factorization of \(H-E_0S\), \(E_0\) close to the ground energy, needs no definite \(S\) and reproduces the reference to about \(2\times10^{-10}\,E_h\) at \(\Omega=11\) to 13 and \(2\times10^{-9}\,E_h\) at \(\Omega=14\), so there the loss is gradual. What the Cholesky limit costs is basis convergence. The last value it reaches at \(\zeta=2\,a_0^{-1}\), \(E(10)=-2.9037243010\,E_h\), lies \(7.0\times10^{-8}\,E_h\) above the Laguerre result at \(\Omega=15\), \(-2.9037243711\,E_h=-1.2659497\times10^{-17}\) J, itself a variational upper bound that is still falling with \(\Omega\). The gap depends on the exponent: \(E(10)\) is \(-2.9037241062\,E_h\) at \(\zeta=1.7\,a_0^{-1}\) and \(-2.9037243640\,E_h\) at \(\zeta=2.5\,a_0^{-1}\), which is \(2.6\times10^{-7}\) and \(7\times10^{-9}\,E_h\) above the same \(\Omega=15\) value. These digits compare bases within the fixed-nucleus nonrelativistic model and are not a prediction for the real atom. The first-order bound is compared with computed errors only at orders where the factorization succeeds, and it gives no such protection to states with large components along the near-null vectors of \(S\).

## Computed results

```
eps = 2^-53 = 1.1102e-16; Z = 2; zeta = 2.00 1/a0 (all kappa, lambda dimensionless)
rate s: A = 1.0000, pole formula 9.0000, Stirling maximum 9.0000
rate s,u: A = 3.0000, pole formula 41.7846, Stirling maximum 41.7846
rate s,t,u: A = 3.4142, pole formula 52.4558, Stirling maximum 52.4558
1/R = 7.2426, ln rho = 3.9600, digits per order = 1.7198
Laguerre overlap G, Om=6: min 9.235e-01, max 1.058e+04, cond 1.146e+04
Laguerre overlap G, Om=12: min 2.041e-01, max 8.144e+04, cond 3.990e+05
Laguerre overlap G, Om=24: min 3.596e-02, max 6.798e+05, cond 1.891e+07
Om= 1 N=   3 lmax=2.856 lmin=3.069e-02 kappa=9.306e+01 ratio=93.06
Om= 2 N=   7 lmax=5.942 lmin=9.941e-04 kappa=5.977e+03 ratio=64.23
Om= 3 N=  13 lmax=10.27 lmin=3.204e-05 kappa=3.204e+05 ratio=53.61
Om= 4 N=  22 lmax=16.19 lmin=1.011e-06 kappa=1.602e+07 ratio=49.98
Om= 5 N=  34 lmax=23.8 lmin=3.107e-08 kappa=7.660e+08 ratio=47.82
Om= 6 N=  50 lmax=33.46 lmin=9.293e-10 kappa=3.601e+10 ratio=47.01
Om= 7 N=  70 lmax=45.27 lmin=2.712e-11 kappa=1.669e+12 ratio=46.36
Om= 8 N=  95 lmax=59.61 lmin=7.744e-13 kappa=7.698e+13 ratio=46.12
Om= 9 N= 125 lmax=76.57 lmin=2.170e-14 kappa=3.529e+15 ratio=45.84
Om=10 N= 161 lmax=96.51 lmin=5.982e-16 kappa=1.613e+17 ratio=45.72
Om=11 N= 203 lmax=119.5 lmin=1.626e-17 kappa=7.349e+18 ratio=45.55
Om=12 N= 252 lmax=145.9 lmin=4.367e-19 kappa=3.341e+20 ratio=45.46
Om=13 N= 308 lmax=175.8 lmin=1.161e-20 kappa=1.514e+22 ratio=45.33
Om=14 N= 372 lmax=209.4 lmin=3.055e-22 kappa=6.855e+23 ratio=45.26
Om=16 N= 525 lmax=288.6 lmin=2.066e-25 kappa=1.397e+27 ratio=45.13
Om=20 N= 946 lmax=500 lmin=8.646e-32 kappa=5.782e+33 ratio=45.16
Om=24 N=1547 lmax=791 lmin=3.166e-38 kappa=2.498e+40 ratio=46.01
checks: mpmath kappa(5) = 7.6599e+08; 60-digit Rayleigh quotient Om=12: 4.3671e-19
fit a+b*Om+p*ln Om+q/Om, Om 12-24: b=3.959, exp(b)=52.4, p=-4.85
mean digits per order, Om 4-12: 1.665
roundoff 2^-53=1.110e-16: estimate from kappa(6), rho: Om*=9.14; measured crossing 9.25
roundoff 2^-113=9.630e-35: estimate from kappa(6), rho: Om*=19.64; measured crossing 20.15
Om_kappa (first kappa*eps>=1) = 10; Om_lambda (first lmin<=eps) = 11
storage error at Om=11 in units of eps: norm 5.82, bound 119.5, v.dS.v 0.051, lmin 0.146
first Cholesky failure, zeta=1.80..2.20 step 0.05 1/a0: Om = [11, 11, 11, 11, 11, 11, 11, 10, 11]
Om= 0 Eref=-2.7500000000 Eh |c|^2=1.0e+00 bound=6.1e-16 Eh double-ref: -3.6e-15 Eh
Om= 4 Eref=-2.9037135146 Eh |c|^2=4.8e-01 bound=1.7e-15 Eh double-ref: -3.1e-15 Eh
Om= 6 Eref=-2.9037229916 Eh |c|^2=8.3e-01 bound=6.7e-15 Eh double-ref: -1.4e-14 Eh
Om= 8 Eref=-2.9037240925 Eh |c|^2=4.7e+00 bound=7.2e-14 Eh double-ref: +1.3e-14 Eh
Om= 9 Eref=-2.9037242338 Eh |c|^2=1.7e+01 bound=3.0e-13 Eh double-ref: +5.0e-14 Eh
Om=10 Eref=-2.9037243010 Eh |c|^2=7.0e+01 bound=1.4e-12 Eh double-ref: -2.4e-14 Eh
Om=11 Eref=-2.9037243346 Eh |c|^2=3.1e+02 bound=7.2e-12 Eh double-ref: Cholesky fails
Om=12 Eref=-2.9037243524 Eh |c|^2=1.5e+03 bound=3.8e-11 Eh double-ref: Cholesky fails
Om=13 Eref=-2.9037243622 Eh |c|^2=7.4e+03 bound=2.1e-10 Eh double-ref: Cholesky fails
Om=14 Eref=-2.9037243678 Eh |c|^2=3.8e+04 bound=1.2e-09 Eh double-ref: Cholesky fails
Eref(Om=15) = -2.9037243711 Eh = -1.26594970e-17 J (1 Eh = 4.35974472e-18 J)
Eref(9)-Eref(15) = 1.37e-07 Eh; kappa*eps at Om=9: 0.392
```
